\section*{The Wang-Ziegler transverse kernel and its closed-shell triplet limit}

\section{Definitions and conventions}

Atomic units are used unless eV is written. The noninteracting reference system has two-component orbitals, and its local spin-density matrix is
\begin{equation}
\rho(\mathbf r)=\tfrac12\left[n(\mathbf r)+\mathbf m(\mathbf r)\cdot\boldsymbol\sigma\right],\qquad
\rho_{\uparrow\downarrow}=\tfrac12(m_x-\mathrm i m_y).
\label{rho}
\end{equation}
Here $n$ is the density, $\boldsymbol\sigma$ the vector of Pauli matrices, and $\mathbf m$ the spin density in units where $m_z=n_\uparrow-n_\downarrow$ for a collinear state. Let $s=|\mathbf m|$, $\mathbf u=\mathbf m/s$ and $\zeta=s/n$. The eigenvalues of $\mathbf m\cdot\boldsymbol\sigma$ are $\pm s$, so those of $\rho$ are
\begin{equation}
n_\uparrow=\tfrac12(n+s),\qquad n_\downarrow=\tfrac12(n-s),
\label{eig}
\end{equation}
with up and down referred to the local axis $\mathbf u$.

The noncollinear LSDA inserts these eigenvalues into the collinear energy density:
$E_{xc}=\int e(n,s)\,d^3r$. First derivatives with respect to $n_\uparrow,n_\downarrow$ are called $v_\uparrow,v_\downarrow$; second derivatives are $f_{\uparrow\uparrow},f_{\uparrow\downarrow},f_{\downarrow\downarrow}$. Since $\partial n_\uparrow/\partial s=\tfrac12=-\partial n_\downarrow/\partial s$, the chain rule gives
\begin{equation}
e_n=\tfrac12(v_\uparrow+v_\downarrow),\qquad
e_s=\tfrac12(v_\uparrow-v_\downarrow),
\label{first}
\end{equation}
where subscripts on $e$ denote partial derivatives.

The potential is the $2\times2$ matrix $v=v_0+\mathbf B\cdot\boldsymbol\sigma$ defined by $de=\mathrm{Tr}(v\,d\rho)$. Because $\mathrm{Tr}\,1=2$, $\mathrm{Tr}\,\sigma_i=0$ and $\mathrm{Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, this trace equals $v_0\,dn+\mathbf B\cdot d\mathbf m$. Comparison with $de=e_n\,dn+e_s\,\mathbf u\cdot d\mathbf m$ yields
\begin{equation}
v_0=e_n,\qquad \mathbf B=e_s\mathbf u,\qquad v_{\uparrow\downarrow}=B_x-\mathrm iB_y .
\label{pot}
\end{equation}
Thus $v$ has the same eigenvectors as $\rho$, with eigenvalues $e_n\pm e_s=v_\uparrow,v_\downarrow$. The exchange-correlation field lies along the axis of the local spin density; where $e_s<0$, as in the example below, it points opposite to $\mathbf m$.

The response is adiabatic: at each instant the potential is that of the instantaneous $\rho$. The kernel is then the derivative of $v$ with respect to $\rho$ at the same point, independent of frequency.

\section{Simple case: tilting a spin density along $z$}

Take $\mathbf m=(0,0,s)$ with $s>0$ and add a small transverse part $(\delta m_x,\delta m_y,0)$. The new length is
\[
\sqrt{s^2+\delta m_x^2+\delta m_y^2}=s+\frac{\delta m_x^2+\delta m_y^2}{2s}+\dots
\]
There is no first-order change, so $e_n$ and $e_s$ are unchanged to that order. The direction changes by $(\delta m_x,\delta m_y,0)/s$, and (\ref{pot}) gives
\begin{equation}
\delta B_x=\frac{e_s}{s}\,\delta m_x,\qquad \delta B_y=\frac{e_s}{s}\,\delta m_y .
\end{equation}
In spin-matrix elements, with $\delta m_x-\mathrm i\delta m_y=2\,\delta\rho_{\uparrow\downarrow}$ from (\ref{rho}),
\begin{equation}
\delta v_{\uparrow\downarrow}=\frac{e_s}{s}(\delta m_x-\mathrm i\delta m_y)
=\frac{2e_s}{s}\,\delta\rho_{\uparrow\downarrow}.
\end{equation}
Finally $2e_s=v_\uparrow-v_\downarrow$ and $s=n_\uparrow-n_\downarrow$, so
\begin{equation}
\boxed{\;\delta v_{\uparrow\downarrow}=K\,\delta\rho_{\uparrow\downarrow},\qquad
K=\frac{v_\uparrow-v_\downarrow}{n_\uparrow-n_\downarrow}\;}
\label{wz}
\end{equation}
This is the Wang-Ziegler transverse kernel. In the variables $\mathbf m,\mathbf B$ the same response is $\delta\mathbf B_\perp=(K/2)\,\delta\mathbf m_\perp$. The factor $\tfrac12$ belongs to the change of variables.

At $n=0.30$ bohr$^{-3}$ and $\zeta=0.50$ the spin density is $s=0.15$ bohr$^{-3}$. With the local exchange and VWN correlation used throughout,
\[
K=\frac{-0.807177-(-0.620581)}{0.15}=\frac{-0.186596}{0.15}=-1.2440
\]
in hartree bohr$^3$. Adding a small complex off-diagonal element to $\rho$ and diagonalizing it again gives the same value.

\section{Generalization: any direction of the spin density}

Let $\mathbf m$ have any direction, with $0<s<n$. The upper bound is needed because the exchange part of $f_{\downarrow\downarrow}$ diverges as $n_\downarrow\to0$. Differentiate $s^2=\sum_i m_i^2$ to find $\partial s/\partial m_j=m_j/s=u_j$. The quotient rule then gives
\begin{equation}
\frac{\partial u_i}{\partial m_j}=\frac{\delta_{ij}}s-\frac{m_i}{s^2}u_j=\frac{\delta_{ij}-u_iu_j}{s}.
\end{equation}
Applying the product rule to $B_i=e_su_i$,
\begin{equation}
\frac{\partial^2e}{\partial m_i\partial m_j}=\frac{\partial B_i}{\partial m_j}
=e_{ss}\,u_iu_j+\frac{e_s}{s}\,(\delta_{ij}-u_iu_j),
\label{hess}
\end{equation}
while $\partial B_i/\partial n=e_{ns}u_i$. A second use of the chain rule gives
\begin{equation}
e_{ss}=\tfrac14(f_{\uparrow\uparrow}-2f_{\uparrow\downarrow}+f_{\downarrow\downarrow}),\qquad
e_{ns}=\tfrac14(f_{\uparrow\uparrow}-f_{\downarrow\downarrow}).
\label{second}
\end{equation}
The first term of (\ref{hess}) changes the length of the spin density; the second turns it and has the coefficient $e_s/s=K/2$. The density couples to the length and not to the direction.

Within the local functional, the transverse coefficient thus needs first derivatives of the energy density, whereas the longitudinal one needs second derivatives. At the parameters above they are $-0.6220$ and $-0.6700$ hartree bohr$^3$. The numerical check obtains the full Hessian from energy differences for a tilted $\mathbf m$ and agrees with (\ref{hess}) and (\ref{second}).

A rigid rotation gives a limit with a known answer. If $\mathbf m$ turns by a small angle $\theta$ about an axis perpendicular to it, $|\delta\mathbf m|=\theta s$. The field must turn with it, so its change has magnitude $\theta|e_s|$. The ratio, with the sign of $e_s$, is $e_s/s$, as found.

For functionals of density gradients the result depends on how the gradients enter. If the spin density enters only through $s$ and $\nabla s$, a transverse change alters $s$ only at second order, by $|\delta\mathbf m_\perp|^2/(2s)$, and the transverse second derivative is still the ratio (\ref{wz}) divided by 2 wherever $s>0$. If the gradients of the components of $\mathbf m$ enter, it can contain gradient terms that the ratio lacks. In both cases the potentials contain spatial derivatives of the spin density, which need not vanish where $s=0$, so the ratio can be singular there.

\section{The limit of zero polarization}

At $\mathbf m=0$ the ratio reads $0/0$. Exchanging the spin labels leaves the energy density unchanged, so $e$ is even in $s$. For fixed $n>0$ the LSDA energy density used here is also smooth at $s=0$. Therefore
\begin{equation}
e(n,s)=e(n,0)+\tfrac12e_{ss}(n,0)\,s^2+\tfrac1{24}e_{ssss}(n,0)\,s^4+\dots
\label{even}
\end{equation}
Differentiating once and multiplying by $2/s$,
\begin{equation}
K=\frac{2e_s}{s}=2e_{ss}(n,0)+\tfrac13e_{ssss}(n,0)\,s^2+\dots
\end{equation}
At equal spin densities $f_{\uparrow\uparrow}=f_{\downarrow\downarrow}$, and (\ref{second}) reduces to $e_{ss}=\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})$. Hence
\begin{equation}
\lim_{s\to0}K=f_{\uparrow\uparrow}-f_{\uparrow\downarrow}.
\label{limit}
\end{equation}

Since $s^2=m_x^2+m_y^2+m_z^2$, the quadratic term in (\ref{even}) has the same curvature in all three directions. At $\mathbf m=0$ there is no distinction between longitudinal and transverse, and
\begin{equation}
\delta\mathbf B=\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})\,\delta\mathbf m .
\label{iso}
\end{equation}

Exchange alone can be followed explicitly. Write its energy density as $-C(n_\uparrow^{4/3}+n_\downarrow^{4/3})$ with $C>0$. Then $v_{x\sigma}=-\tfrac43Cn_\sigma^{1/3}$ and
\begin{equation}
K_x=-\frac{4C}{3}\left(\frac n2\right)^{1/3}
\frac{(1+\zeta)^{1/3}-(1-\zeta)^{1/3}}{n\zeta}.
\end{equation}
In the binomial series the even powers cancel, leaving $\tfrac23\zeta+\tfrac{10}{81}\zeta^3+\dots$ in the numerator. The leading term gives $K_x(0)=-\tfrac49C(n/2)^{-2/3}$. This is the derivative of $v_{x\uparrow}$ with respect to $n_\uparrow$ at $n_\uparrow=n/2$, as (\ref{limit}) requires, because $f_{x\uparrow\downarrow}=0$. The next term gives
\begin{equation}
\frac{K_x(\zeta)}{K_x(0)}=1+\frac{10/81}{2/3}\zeta^2+\dots=1+\frac5{27}\zeta^2+\dots
\label{xseries}
\end{equation}

With correlation included and $n=0.30$ bohr$^{-3}$, the ratio $K$ is $-1.2264$, $-1.2016$, $-1.1951$ and $-1.1929$ hartree bohr$^3$ at $\zeta=0.4$, $0.2$, $0.1$ and $0.01$. The separate second derivatives give
\[
f_{\uparrow\uparrow}-f_{\uparrow\downarrow}=-1.3566-(-0.1637)=-1.1929.
\]
Halving $\zeta$ from $0.02$ to $0.01$ reduces the deviation by a factor $3.9996$, in accord with the quadratic law.

\section{From the local kernel to spin-flip excitations}

Now assume a collinear ground state along a global $z$ axis, no spin-orbit coupling, integer occupations and real orbitals $\phi_p^\sigma$ with energies $\varepsilon_p^\sigma$. Where the local spin density points along $-z$, both differences in (\ref{wz}) change sign when global labels are used, so $K$ is unaffected.

The one-particle density matrix $\gamma$ obeys $\mathrm i\dot\gamma=[H,\gamma]$. The ground state has no up-down block in $H$ or $\gamma$. To first order that block therefore satisfies
\begin{equation}
\mathrm i\,\delta\dot\gamma_{\uparrow\downarrow}
=H_\uparrow\delta\gamma_{\uparrow\downarrow}-\delta\gamma_{\uparrow\downarrow}H_\downarrow
+\delta v_{\uparrow\downarrow}\gamma_\downarrow-\gamma_\uparrow\delta v_{\uparrow\downarrow}.
\label{eom}
\end{equation}
The Hartree potential is proportional to the unit spin matrix and does not enter $\delta v_{\uparrow\downarrow}$. Expand $\delta\gamma_{\uparrow\downarrow}=\sum_{pq}d_{pq}|\phi_p^\uparrow\rangle\langle\phi_q^\downarrow|$ with time factor $\mathrm e^{\mathrm i\omega t}$. Let $g_p^\sigma$ be the occupations and $V_{pq}=\langle\phi_p^\uparrow|\delta v_{\uparrow\downarrow}|\phi_q^\downarrow\rangle$. Then
\begin{equation}
-\omega d_{pq}=(\varepsilon_p^\uparrow-\varepsilon_q^\downarrow)d_{pq}
+(g_q^\downarrow-g_p^\uparrow)V_{pq}.
\label{dpq}
\end{equation}
Only pairs with different occupations are driven. For $p=i$ occupied and $q=a$ empty, call the amplitude $X_{ia}$. For $p=b$ empty and $q=j$ occupied, call it $Y_{jb}$. Equation (\ref{dpq}) becomes
\begin{align}
\omega X_{ia}&=(\varepsilon_a^\downarrow-\varepsilon_i^\uparrow)X_{ia}+V_{ia},\nonumber\\
-\omega Y_{jb}&=(\varepsilon_b^\uparrow-\varepsilon_j^\downarrow)Y_{jb}+V_{bj}.
\label{xy}
\end{align}
Here $V_{pq}=\int\phi_p^\uparrow\phi_q^\downarrow K\,\delta\rho_{\uparrow\downarrow}\,d^3r$ and $\delta\rho_{\uparrow\downarrow}=\sum_{ia}X_{ia}\phi_i^\uparrow\phi_a^\downarrow+\sum_{jb}Y_{jb}\phi_b^\uparrow\phi_j^\downarrow$. The $X$ amplitudes describe up-to-down excitations, coupled to down-to-up de-excitations.

\subsection{Open-shell limit: the zero root}

Rotating all spins about $y$ by a small angle $\theta$ gives $\delta m_x=\theta m_z$, hence $\delta\gamma_{\uparrow\downarrow}=\tfrac\theta2(\gamma_\uparrow-\gamma_\downarrow)$. Put $S_{pq}=\langle\phi_p^\uparrow|\phi_q^\downarrow\rangle$. Then
\begin{equation}
d_{pq}=\tfrac\theta2(g_p^\uparrow-g_q^\downarrow)S_{pq}.
\end{equation}
The kernel produces $\delta v_{\uparrow\downarrow}=\tfrac\theta2K(n_\uparrow-n_\downarrow)=\tfrac\theta2(v_\uparrow-v_\downarrow)$. The other parts of $H_\uparrow$ and $H_\downarrow$ are equal, so this is $\tfrac\theta2(H_\uparrow-H_\downarrow)$ and
\begin{equation}
V_{pq}=\tfrac\theta2(\varepsilon_p^\uparrow-\varepsilon_q^\downarrow)S_{pq}.
\end{equation}
Inserted in (\ref{dpq}), the two terms on the right cancel, since $(g_p^\uparrow-g_q^\downarrow)+(g_q^\downarrow-g_p^\uparrow)=0$. Thus $\omega=0$: without spin-orbit coupling, turning the whole spin costs no energy. The proof also holds in a finite basis common to both spins if all orbital pairs are retained.

For the nitrogen quartet (nonrelativistic, def2-TZVP), the smallest absolute root is $4.07$ eV without the kernel, $2.10$ eV with $K/2$ wrongly put in place of $K$, and $2\times10^{-8}$ eV with $K$. The two nonzero values depend on the basis and become $4.03$ and $2.09$ eV in a large even-tempered basis, while the root with $K$ stays zero to numerical accuracy. This checks the factor in (\ref{wz}) through a symmetry of the whole atom, without differentiating the local potential.

\subsection{Closed-shell limit: the triplet equations}

For a closed shell the two spins have the same orbitals. Let $\Delta$ be the diagonal matrix of gaps $\varepsilon_a-\varepsilon_i$, and use (\ref{limit}) in
\begin{equation}
\mathsf K_{ia,jb}=\int\phi_i\phi_a\,(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})\,\phi_j\phi_b\,d^3r .
\end{equation}
Equations (\ref{xy}) become
\begin{equation}
\omega X=(\Delta+\mathsf K)X+\mathsf KY,\qquad
-\omega Y=\mathsf KX+(\Delta+\mathsf K)Y .
\label{flip}
\end{equation}

Compare this with excitations that conserve $M_S$. The diagonal blocks of $\mathrm i\dot\gamma=[H,\gamma]$ give the same equations for amplitudes $X_\sigma,Y_\sigma$, but now the density can change and the Hartree matrix $\mathsf J$ enters:
\begin{align}
\omega X_\sigma&=\Delta X_\sigma+\sum_\tau(\mathsf J+\mathsf F_{\sigma\tau})(X_\tau+Y_\tau),\nonumber\\
-\omega Y_\sigma&=\Delta Y_\sigma+\sum_\tau(\mathsf J+\mathsf F_{\sigma\tau})(X_\tau+Y_\tau),
\label{conserve}
\end{align}
where $\mathsf F_{\sigma\tau}$ is the matrix of $f_{\sigma\tau}$. Subtract the down equations from the up equations and set $X=X_\uparrow-X_\downarrow$, $Y=Y_\uparrow-Y_\downarrow$. Since $\mathsf J$ is the same in all spin blocks, it cancels. Since $\mathsf F_{\uparrow\uparrow}=\mathsf F_{\downarrow\downarrow}$, the remaining coupling is $\mathsf F_{\uparrow\uparrow}-\mathsf F_{\uparrow\downarrow}=\mathsf K$. The result is (\ref{flip}).

The antisymmetric combination changes $m_z$ at fixed density and is the $M_S=0$ member of the triplet; (\ref{flip}) was first obtained for a spin flip. Their excitation energies agree, so the closed-shell limit of the transverse kernel is the triplet kernel. If the triplet kernel is instead defined as $\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})$, a factor 2 must stand before its matrix elements. Adding the two spins in (\ref{conserve}) gives the singlet coupling $2\mathsf J+\mathsf F_{\uparrow\uparrow}+\mathsf F_{\uparrow\downarrow}$.

To solve (\ref{flip}), first add and then subtract its two equations:
\begin{align}
\omega(X-Y)&=(\Delta+2\mathsf K)(X+Y),\nonumber\\
\omega(X+Y)&=\Delta(X-Y).
\end{align}
Multiplying the second by $\omega$ and using the first gives
\begin{equation}
\omega^2(X+Y)=\Delta(\Delta+2\mathsf K)(X+Y).
\label{square}
\end{equation}
For one transition with gap $\Delta$ and element $k$, this is $\omega=\sqrt{\Delta(\Delta+2k)}$. A negative $k$ lowers the triplet below the orbital gap. If $\Delta+2k<0$, the root is imaginary: the closed-shell reference is unstable towards spin polarization in this one-transition model.

\section{Worked example: the zinc atom}

The closed-shell zinc atom is treated with the same LSDA, the scalar-relativistic X2C one-electron Hamiltonian and an uncontracted def2-TZVP basis. The response space has the six 3d and 4s orbitals and the 33 virtual orbitals below 10 hartree, hence $6\times33=198$ spatial transitions. Scalar relativity changes the orbitals and their energies while leaving spin rotations a symmetry, so the preceding equations apply.

The 4s--4p orbital gap is $5.0484$ eV and the diagonal element of $K$ is $-0.5502$ eV. The one-transition estimate is
\[
\omega\simeq\sqrt{5.0484\,[5.0484+2(-0.5502)]}\ \mathrm{eV}
=\sqrt{5.0484\times3.9480}\ \mathrm{eV}=4.464\ \mathrm{eV}.
\]
Coupling all 198 transitions gives $0.16224$ hartree, or $4.415$ eV. The other transitions thus lower the estimate by $0.05$ eV. The lowest singlet lies at $6.041$ eV, above the orbital gap. These are results of the stated model, basis and truncated response space, not estimates of its error relative to experiment. They are not converged in the basis, which lacks diffuse functions. In a large even-tempered basis the gap becomes $4.99$ eV, the element $-0.51$ eV, the one-transition estimate $4.44$ eV, the triplet $4.37$ eV and the singlet $5.76$ eV, so the triplet moves by about $0.05$ eV and the singlet by about $0.3$ eV. Adding the core orbitals and higher virtual orbitals to the response space changes both roots by less than $0.005$ eV.

The spin-flip calculation evaluates the ratio (\ref{wz}) at an auxiliary polarization $\zeta=10^{-3}$. The comparison calculation solves (\ref{conserve}) without first separating singlets and triplets. Each of the 20 lowest spin-flip roots has a partner there, with a largest mismatch of $1.4\times10^{-7}$ eV. By (\ref{xseries}), the auxiliary polarization changes the exchange kernel by a relative amount of about $2\times10^{-7}$. Applied to an element of $0.55$ eV, this is $10^{-7}$ eV, the same order as the mismatch.

\section{What changes with spin-orbit coupling}

The local result (\ref{wz}) concerns the functional alone and survives spin-orbit coupling. For a closed shell of Kramers pairs, time reversal gives $\mathbf m=0$ at every point, because $\mathbf m$ is odd under it. The kernel is then isotropic, as in (\ref{iso}).

The orbital equations do change. Two-component orbitals mix up and down, and a coupled excitation can now have both singlet and triplet character. Symmetry can still keep some excitations pure. In an sp configuration the singlet has $J=1$, so it mixes only with the $J=1$ level of the triplet, while the levels with $J=0$ and $J=2$ remain triplets. The general separation into singlet and triplet equations is lost, although the spin part of the kernel is still $\tfrac12(f_{\uparrow\uparrow}-f_{\uparrow\downarrow})$ in the variables $\mathbf m,\mathbf B$. For an open shell, the proof of the zero root also fails: it used equal non-exchange-correlation parts of $H_\uparrow$ and $H_\downarrow$ and no spin-mixing term, and spin-orbit coupling removes these conditions.

\section*{Calculated quantities}
\begin{verbatim}
LOCAL KERNEL
density n = 0.30 bohr^-3, polarization zeta = 0.50
v_up = -0.807177 hartree
v_down = -0.620581 hartree
K from the ratio = -1.243974 hartree bohr^3
K from rotated density matrix = -1.243974 hartree bohr^3
K/2 = -0.621987 hartree bohr^3
transverse d2e/dm2, numerical = -0.621987 hartree bohr^3
longitudinal d2e/dm2, numerical = -0.670037 hartree bohr^3
longitudinal d2e/dm2, formula = -0.670037 hartree bohr^3
LIMIT OF ZERO POLARIZATION, same n
K at zeta 0.80 = -1.326750 hartree bohr^3
K at zeta 0.40 = -1.226392 hartree bohr^3
K at zeta 0.20 = -1.201610 hartree bohr^3
K at zeta 0.10 = -1.195100 hartree bohr^3
K at zeta 0.01 = -1.192921 hartree bohr^3
f_uu at zeta 0 = -1.356579 hartree bohr^3
f_ud at zeta 0 = -0.163679 hartree bohr^3
f_uu - f_ud = -1.192899 hartree bohr^3
deviation ratio, zeta 0.02 to 0.01 = 3.9996
exchange zeta^2 coefficient = 0.18519
5/27 = 0.18519
NITROGEN ATOM, QUARTET: smallest |spin-flip root|
without kernel = 4.0732 eV
with K/2 in place of K = 2.1002 eV
with K = 2.1e-08 eV
ZINC ATOM, CLOSED SHELL, SCALAR RELATIVISTIC
basis functions = 95
active occupied = 6, virtual = 33
virtual orbital energy limit = 10.0 hartree
auxiliary polarization zeta = 1e-03
4s-4p orbital gap = 5.0484 eV
4s-4p element of K = -0.5502 eV
one-transition triplet estimate = 4.4644 eV
lowest spin-flip root = 0.162236 hartree
lowest spin-flip root = 4.4147 eV
lowest M_S = 0 triplet = 4.4147 eV
lowest singlet = 6.0413 eV
spin-flip roots compared = 20
largest mismatch = 1.4e-07 eV
\end{verbatim}
